# The $q=0$ term and k-point convergence of screened exchange in insulators, part 1

(Sections cited here and not found follow in the second part.)

**Question**

I am writing an exact-exchange routine for periodic insulators. The interaction is the short-range one, $v(r)=e^2\,\mathrm{erfc}(wr)/r$ in Gaussian units, with $w=0.11\ \mathrm{bohr}^{-1}$ and an exchange fraction of $1/4$ as in HSE06. In reciprocal space I use

$$\tilde v(q)=\frac{4\pi e^2}{q^2}\left(1-e^{-q^2/4w^2}\right),$$

with $\mathbf q=\mathbf k-\mathbf k'+\mathbf G$. My loop came from a bare-Coulomb code and skips $\mathbf q=0$ to avoid $0/0$. I know the kernel tends to the finite value $\pi e^2/w^2$ there, so I assumed a single finite point could not matter. Yet my gaps creep upward with the number of k points $N_k$ and do not settle.

1. What exactly does the skipped term cost, in the energy and in the levels, and how does it scale with $N_k$?
2. If I put it back, how dense must the grid be to resolve a feature as narrow as $w=0.11\ \mathrm{bohr}^{-1}$? Must the spacing be much smaller than $w$?

**Answer**

## The kernel

For a spherical function the angular integral of $e^{-i\mathbf q\cdot\mathbf r}$ gives $4\pi\sin(qr)/(qr)$, so

$$\tilde v(q)=\frac{4\pi e^2}{q}\int_0^\infty \mathrm{erfc}(wr)\sin(qr)\,dr .$$

Integrate by parts, using $\frac{d}{dr}\mathrm{erfc}(wr)=-\frac{2w}{\sqrt\pi}e^{-w^2r^2}$ and $\mathrm{erfc}(0)=1$:

$$\int_0^\infty \mathrm{erfc}(wr)\sin(qr)\,dr=\frac1q-\frac{2w}{\sqrt\pi\,q}\int_0^\infty e^{-w^2r^2}\cos(qr)\,dr=\frac{1-e^{-q^2/4w^2}}{q},$$

since the Gaussian integral equals $\frac{\sqrt\pi}{2w}e^{-q^2/4w^2}$. This is your kernel. With $y=q^2/4w^2$ it reads $\tilde v=\frac{\pi e^2}{w^2}\frac{1-e^{-y}}{y}$, and $(1-e^{-y})/y=1-y/2+\dots$ gives

$$\tilde v(q)=\frac{\pi e^2}{w^2}\left(1-\frac{q^2}{8w^2}+\dots\right).$$

An equivalent form, obtained by doing the $t$ integral, is

$$\tilde v(q)=4\pi e^2\int_0^{1/4w^2}e^{-tq^2}\,dt. \tag{1}$$

For $w=0.11\ \mathrm{bohr}^{-1}$, $1/w=9.091$ bohr and $\tilde v(0)/e^2=259.64\ \mathrm{bohr}^2$. The value is finite but it is the maximum of the kernel. Solving $(1-e^{-y})/y=1/2$ numerically puts the half height at $q=2.525\,w=0.278\ \mathrm{bohr}^{-1}$.

## The grid sum contains $Q=0$

Take a closed-shell insulator, every orbital fully occupied or empty, with cell volume $\Omega$ and $N_\sigma$ occupied bands per spin. Exchange does not couple the spins, so one spin is enough. On a $\Gamma$-centred $n\times n\times n$ grid, $N_k=n^3$, every Bloch orbital is periodic in a supercell of volume $V=N_k\Omega$. Let $\{\mathbf R\}$ be the supercell lattice, $d$ its shortest nonzero vector length, and $\{\mathbf Q\}$ its reciprocal lattice, which is the set of all $\mathbf k-\mathbf k'+\mathbf G$. Label the $N_kN_\sigma$ occupied orbitals by $i,j$ and normalize them over $V$. The density matrix is $\gamma_N(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r')$, the kernel of the projector $P$ on the occupied space. The exchange energy per electron, at full strength, is

$$\varepsilon_x=-\frac{1}{2N_kN_\sigma}\int_V d^3r\int_{\text{all space}}d^3r'\,|\gamma_N(\mathbf r,\mathbf r')|^2\,v(\mathbf r-\mathbf r'). \tag{2}$$

The $\mathbf r'$ integral converges absolutely because $\mathrm{erfc}$ decays like a Gaussian, so (2) leaves nothing to choose. Since $|\gamma_N|^2$ is supercell-periodic in $\mathbf r'$, fold all space into one supercell; $v$ is then replaced by the periodic function $\sum_{\mathbf R}v(\mathbf u+\mathbf R)$ with $\mathbf u=\mathbf r-\mathbf r'$. Its Fourier coefficients are $\frac1V\int_V e^{-i\mathbf Q\cdot\mathbf u}\sum_{\mathbf R}v(\mathbf u+\mathbf R)\,d^3u=\tilde v(Q)/V$, because $e^{i\mathbf Q\cdot\mathbf R}=1$ lets the shifted cells be joined into all space. Hence

$$\sum_{\mathbf R}v(\mathbf u+\mathbf R)=\frac1V\sum_{\mathbf Q}\tilde v(Q)\,e^{i\mathbf Q\cdot\mathbf u}, \tag{3}$$

with $\mathbf Q=0$ included. This is the Poisson summation formula, valid for any rapidly decaying function in place of $v$. Insert (3) and $|\gamma_N|^2=\sum_{ij}\psi_i(\mathbf r)\psi_j^*(\mathbf r)\psi_i^*(\mathbf r')\psi_j(\mathbf r')$ into (2). The $\mathbf r$ integral gives $\langle j|e^{i\mathbf Q\cdot\mathbf r}|i\rangle$ and the $\mathbf r'$ integral its complex conjugate:

$$\varepsilon_x=-\frac{1}{2V}\sum_{\mathbf Q}S(\mathbf Q)\,\tilde v(Q),\qquad S(\mathbf Q)=\frac{1}{N_kN_\sigma}\sum_{ij}\left|\langle j|e^{i\mathbf Q\cdot\mathbf r}|i\rangle\right|^2. \tag{4}$$

The exchange operator has kernel $-\gamma_N(\mathbf r,\mathbf r')v(\mathbf r-\mathbf r')$, and the same folding gives, on supercell-periodic functions,

$$K=-\frac1V\sum_{\mathbf Q}\tilde v(Q)\,e^{i\mathbf Q\cdot\mathbf r}P\,e^{-i\mathbf Q\cdot\mathbf r}. \tag{5}$$

## What the skipped term is worth

At $\mathbf Q=0$ orthonormality gives $|\langle j|i\rangle|^2=\delta_{ij}$, so $S(0)=1$ whatever the orbitals are. The term is negative; skipping it raises the energy per electron by

$$\Delta\varepsilon_x=\frac{\tilde v(0)}{2V}=\frac{\pi e^2}{2w^2\,\Omega N_k}. \tag{6}$$

A finite integrand at one point of a quadrature rule still carries that point's weight, which is $1/N_k$ of the zone. Your argument shows that the term vanishes as $N_k\to\infty$; it says nothing about the rate, which is $1/N_k$ with a prefactor set by the largest value of the kernel.

In (5) the $\mathbf Q=0$ term is $-cP$ with $c=\tilde v(0)/V$. Its expectation value is $-c$ in an occupied orbital and $0$ in an empty one. Write the full Fock or generalized Kohn–Sham operator as $F=F'-cP$, where $F'$ is the operator your code builds. Self-consistency means $[F,P]=0$, and $P$ commutes with itself, so $[F,P]=[F',P]$: the same $P$ solves both problems, and the common eigenvectors have eigenvalues differing by $c$ in the occupied space and by $0$ in the empty one. Skipping the term therefore leaves density and orbitals unchanged, raises every occupied level by

$$c=\frac{\pi e^2}{w^2\,\Omega N_k}, \tag{7}$$

and narrows the gap by the same amount. This is twice (6) because the energy carries the factor $\tfrac12$ of a pair sum. In a hybrid functional both (6) and (7) are multiplied by the exchange fraction $\eta$, here $1/4$. The sign agrees with what you see: the gap is too small and rises as $N_k$ grows.

These statements have conditions. If $\eta c$ exceeds the gap of $F$, the raised occupied levels pass the empty ones and filling by increasing energy no longer returns the same $P$. With fractional occupations $f_i$ the term is proportional to $\sum_if_i^2$ and each level moves by $cf_i$, so the rigid shift is lost, and a metal has a further grid error from its Fermi surface that is not treated here. A uniformly shifted grid has the same set of differences $\mathbf k-\mathbf k'$, so (6) and (7) hold for it unchanged.

Equation (6) is the difference between two calculations on the same grid. The error relative to the converged result also contains the error of the complete grid sum.

## The error with the term kept

Keep the one-electron Hamiltonian fixed, so that the grid only samples the same Bloch functions. With $\phi_{n\mathbf k}$ normalized over one cell, the converged density matrix is $\gamma_\infty=\sum_n\frac{\Omega}{(2\pi)^3}\int_{BZ}d^3k\,\phi_{n\mathbf k}(\mathbf r)\phi^*_{n\mathbf k}(\mathbf r')$. Shifting $\mathbf r'\to\mathbf r'+\mathbf R$ multiplies the integrand by $e^{-i\mathbf k\cdot\mathbf R}$, and $\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}=\frac{(2\pi)^3}{V}\sum_{\mathbf Q}\delta(\mathbf k-\mathbf Q)$ selects the grid points, each with weight $\Omega/V=1/N_k$. Because $\psi=\phi/\sqrt{N_k}$, this is

$$\gamma_N(\mathbf r,\mathbf r')=\sum_{\mathbf R}\gamma_\infty(\mathbf r,\mathbf r'+\mathbf R). \tag{8}$$

In an insulator the gap keeps the projector on the occupied bands analytic in $\mathbf k$ up to some imaginary part; moving the contour of the zone integral by $i\kappa$ along $\mathbf r-\mathbf r'$ then bounds $|\gamma_\infty|$ by $Ce^{-\kappa|\mathbf r-\mathbf r'|}$. Square (8). A cross term $\gamma_\infty(\mathbf r,\mathbf r'+\mathbf R)\gamma_\infty^*(\mathbf r,\mathbf r'+\mathbf R')$ with $\mathbf R\ne\mathbf R'$ is bounded by $C^2e^{-\kappa|\mathbf R-\mathbf R'|}\le C^2e^{-\kappa d}$, by the triangle inequality. I call these terms aliasing. For the diagonal terms define the averaged exchange hole

$$h(\mathbf u)=\frac1{N_\sigma}\int_\Omega d^3r\,|\gamma_\infty(\mathbf r,\mathbf r-\mathbf u)|^2 ,$$

which integrates to 1 because $\gamma_\infty$ is idempotent with trace $N_\sigma$ per cell, and is even because $\gamma_\infty$ is Hermitian and cell-periodic. In each diagonal term substitute $\mathbf r'+\mathbf R=\mathbf r-\mathbf u$, so that $v$ is evaluated at $\mathbf u+\mathbf R$. The term $\mathbf R=0$ is the converged energy. The remainder is the error with the term kept,

$$\delta_{\rm in}=-\frac12\sum_{\mathbf R\neq0}\int h(\mathbf u)\,v(\mathbf R+\mathbf u)\,d^3u+\text{aliasing}. \tag{9}$$

Each electron interacts with periodic copies of its own exchange hole, and the first part of (9) is negative.

For a level on the grid, put (8) into the kernel of $K$ and substitute $\mathbf r''=\mathbf r'+\mathbf R$; the orbital acted on is supercell-periodic, so the kernel becomes $-\gamma_\infty(\mathbf r,\mathbf r'')\sum_{\mathbf R}v(\mathbf r-\mathbf r''+\mathbf R)$. The $\mathbf R\ne0$ part is the error. To lowest order in hole size over the scale on which $v$ varies near $\mathbf R$, it is $-P\sum_{\mathbf R\neq0}v(R)$: occupied levels drop by the image sum, twice the energy per electron, and empty levels do not move. The gradient term cancels between $\mathbf R$ and $-\mathbf R$, so within this expansion empty levels first move at second order in the hole size. The expansion leaves out the region $\mathbf r''-\mathbf r\approx\mathbf R$, where $v$ is large and $\gamma_\infty$ is of order $e^{-\kappa d}$; that part is the aliasing of a single level and moves occupied and empty levels alike.

The hole size enters through $S_\infty(\mathbf Q)=\int h\,e^{i\mathbf Q\cdot\mathbf u}d^3u=1-\beta Q^2+\dots$, with $\beta=\langle u_x^2\rangle/2$ for cubic symmetry. To compute it, write $\phi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$. For small $\mathbf Q$ along $x$ the matrix elements in (4) are $\langle u_{n',\mathbf k+\mathbf Q}|u_{n\mathbf k}\rangle$, and completeness at $\mathbf k+\mathbf Q$ gives $S=1-\frac{1}{N_kN_\sigma}\sum_{\mathbf k}\sum_{n}^{\rm occ}\sum_{l}^{\rm empty}|\langle u_{l,\mathbf k+\mathbf Q}|u_{n\mathbf k}\rangle|^2$. For a local potential $U$, $H(\mathbf k)=(\mathbf p+\hbar\mathbf k)^2/2m+U$ changes by $\hbar Q(p_x+\hbar k_x)/m$ to first order, and first-order perturbation theory for $u_{l,\mathbf k+\mathbf Q}$ gives

$$\beta=\frac{1}{N_kN_\sigma}\sum_{\mathbf k}\sum_n^{\rm occ}\sum_l^{\rm empty}\frac{\hbar^2\,|\langle u_{l\mathbf k}|p_x|u_{n\mathbf k}\rangle|^2}{m^2(E_{l\mathbf k}-E_{n\mathbf k})^2}. \tag{10}$$

Model the hole as a Gaussian, $S_\infty=e^{-\beta Q^2}$. The convolution in (9) has transform $\tilde vS_\infty=4\pi e^2[e^{-\beta Q^2}-e^{-Q^2/4w'^2}]/Q^2$ with

$$\frac1{w'^2}=\frac1{w^2}+4\beta. \tag{11}$$

Writing the bracket as $(1-e^{-Q^2/4w'^2})-(1-e^{-\beta Q^2})$ shows two kernels of the original form, with parameters $w'$ and $1/2\sqrt\beta$, so the convolution is $e^2[\mathrm{erfc}(w'R)-\mathrm{erfc}(R/2\sqrt\beta)]/R$. For $d\gg2\sqrt\beta$ the second term is negligible, and

$$\delta_{\rm in}\simeq-\frac{e^2}{2}\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(w'R)}{R}. \tag{12}$$

The Gaussian form is less restrictive than it looks. Near $\mathbf R$ the factor $e^{-w^2|\mathbf R+\mathbf u|^2}$ varies as $e^{-\lambda u_\parallel}$ with $\lambda=2w^2R$, and averaging over the hole multiplies it by $\exp(\lambda^2\langle u_\parallel^2\rangle/2+\dots)=\exp(4\beta w^4R^2+\dots)$. That is the first-order change of $e^{-w^2R^2}$ under $w^2\to w'^2\simeq w^2(1-4\beta w^2)$. The shape of the hole enters only through higher cumulants, which are small while $\lambda\sqrt\beta$ is small.

Skipping the $\mathbf Q=0$ term raises the energy per electron by (6) and every occupied level by (7), both falling as $1/N_k$, while keeping it leaves the image error (12) plus aliasing. It remains to determine how dense the grid must be, to find the net error when the term is skipped, and to test the results numerically.
